# Charge Sloshing and Kerker Preconditioning in a Metal-Oxide Capacitor Supercell: a program that tests the result

```python
"""Charge sloshing in a periodic metal-oxide capacitor cell.

Result under test: simple density mixing is stable only for a mixing fraction
below 2/lambda_max, with lambda_max = 1 + (k M / 2x)^2 for metal thickness M;
x solves tan x = -x (d/M) (lambda-1)/(lambda-eps), pi/2 < x < pi.
The Kerker factor q^2/(q^2+q0^2) removes the growth with M, while its smallest
eigenvalue mu_min still falls with the oxide thickness d.
Symbols: k = inverse screening length of the metal, eps = clamped-ion relative
permittivity of the oxide, u = change of electron potential energy.
Units inside the program: nm, eV, electrons.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve
from scipy.optimize import brentq

COULOMB = const.e / const.epsilon_0 * 1e9               # e^2/eps0, eV nm
HB2M = const.hbar**2 / const.m_e / const.e * 1e18       # hbar^2/m, eV nm^2

# rough typical values for a titanium nitride / hafnia capacitor
dos = 40.0            # states per eV and nm^3, both spins
eps_ox = 4.5          # electronic permittivity of the oxide
metal0, oxide0 = 5.0, 5.0
offset = 2.0          # conduction-band offset, eV
tunnel_mass = 0.2     # in electron masses
smearing = 0.1        # eV
target = 1e-6         # wanted reduction of the error

k2 = COULOMB * dos
k = np.sqrt(k2)
k_fermi = dos * np.pi**2 * HB2M      # free-electron gas with the same dos
fermi = HB2M * k_fermi**2 / 2


# ---------- derived formulas ----------
def simple_formula(metal, oxide, eps=eps_ox):
    def lam(x):
        return 1 + (k * metal / (2 * x))**2

    def match(x):
        return (np.sin(x) * (lam(x) - eps)
                + x * oxide / metal * (lam(x) - 1) * np.cos(x))
    x = brentq(match, np.pi / 2, np.pi, xtol=1e-13)
    return lam(x), x


def kerker_formula(metal, oxide):
    half = k * metal / 2
    edge = half / np.tanh(half)

    def mu(y):
        kappa2 = (2 * y / oxide)**2
        return eps_ox * kappa2 / (k2 + kappa2)

    def match(y):
        return (np.sin(y) * (1 - mu(y) * edge)
                + y * metal / oxide * (1 - mu(y)) * np.cos(y))
    y = brentq(match, 1e-6, np.pi, xtol=1e-13)
    return mu(y), y


def kerker_long_metal(oxide):
    def mu(y):
        kappa2 = (2 * y / oxide)**2
        return eps_ox * kappa2 / (k2 + kappa2)

    def match(y):
        return ((eps_ox - mu(y)) * 2 * y / oxide * np.sin(y)
                - (1 - mu(y)) * k * np.cos(y))
    return mu(brentq(match, 1e-6, np.pi / 2, xtol=1e-13))


def steps_needed(ratio):
    return int(np.ceil(np.log(1 / target) / np.log((ratio + 1) / (ratio - 1))))


# ---------- finite elements: the eigenproblem from its definition ----------
def elements(metal, oxide, tail=0.0, points=300):
    """Response, Laplace and mass matrices; nodes crowd at the interfaces."""
    length = metal + oxide
    unit = (1 - np.cos(np.linspace(0, np.pi, points + 1))) / 2
    nodes = np.concatenate([metal * unit[:-1], metal + oxide * unit[:-1]])
    width = np.diff(np.append(nodes, length))
    middle = nodes + width / 2
    in_oxide = np.arange(2 * points) >= points
    permittivity = np.where(in_oxide, eps_ox, 1.0)
    depth = np.where(in_oxide, np.minimum(middle - metal, length - middle), 0.0)
    leak = np.exp(-depth / tail) if tail > 0 else np.zeros(2 * points)
    screening = k2 * np.where(in_oxide, leak, 1.0)
    left = np.arange(2 * points)
    right = (left + 1) % (2 * points)

    def assemble(diagonal, coupling):
        matrix = np.zeros((2 * points, 2 * points))
        matrix[left, left] += diagonal
        matrix[right, right] += diagonal
        matrix[left, right] += coupling
        matrix[right, left] += coupling
        return matrix
    laplace = assemble(1 / width, -1 / width)
    mass = assemble(width / 3, width / 6)
    response = assemble(permittivity / width + screening * width / 3,
                        -permittivity / width + screening * width / 6)
    weight = assemble(screening * width / 3, screening * width / 6).sum(axis=1)
    response -= np.outer(weight, weight) / weight.sum()   # Fermi-level shift
    ones = mass.sum(axis=1)
    constant = np.outer(ones, ones) / length   # moves the constant mode away
    return response, laplace, mass, constant


def spectrum(metal, oxide, q0_squared, tail=0.0, points=300):
    response, laplace, mass, constant = elements(metal, oxide, tail, points)
    if q0_squared == 0:
        return eigh(response + 2 * constant, laplace + constant,
                    eigvals_only=True)
    return eigh(response + 2 * q0_squared * constant,
                laplace + q0_squared * mass, eigvals_only=True)


# ---------- quantum electrons in the same geometry ----------
class QuantumCell:
    """Free electrons, with a barrier as oxide, at fixed chemical potential."""

    def __init__(self, metal, oxide, kz_count=1):
        self.length = metal + oxide
        top = int(1.8 * k_fermi * self.length / (2 * np.pi)) + 1
        grid = 4 * top + 4
        self.step = self.length / grid
        self.s = (np.arange(grid) / grid - 0.5) * self.length
        self.g = 2 * np.pi * np.arange(-top, top + 1) / self.length
        self.waves = np.exp(1j * np.outer(self.s, self.g)) / np.sqrt(self.length)
        self.kz = (((np.arange(kz_count) + 0.5) / kz_count - 0.5)
                   * 2 * np.pi / self.length)
        self.wall = np.zeros(grid)
        if oxide > 0:
            inside = (np.abs(self.s) - metal / 2) / self.step + 0.5
            self.wall = (fermi + offset) * np.clip(inside, 0, 1)
        self.q2 = (2 * np.pi * np.fft.fftfreq(grid, self.step))**2
        self.q2[0] = np.inf

    def density(self, u):
        potential = (self.wall + u)[:, None] * self.waves
        matrix = self.step * self.waves.conj().T @ potential
        total = np.zeros(len(self.s))
        for kz in self.kz:
            energy, vector = np.linalg.eigh(
                matrix + np.diag(HB2M * (self.g + kz)**2 / 2))
            used = energy < fermi + 20 * smearing
            filling = smearing * np.logaddexp(
                0, (fermi - energy[used]) / smearing) / (np.pi * HB2M)
            total += np.abs(self.waves @ vector[:, used])**2 @ filling
        return total / len(self.kz)

    def multiply(self, change, factor):
        return np.fft.ifft(np.fft.fft(change) * factor).real

    def hartree(self, change):
        return self.multiply(change, COULOMB / self.q2)

    def largest(self, q0_squared, rounds):
        """Power iteration; odd changes leave the Fermi level in place."""
        change = np.sin(2 * np.pi * self.s / self.length)
        for _ in range(rounds):
            u = self.hartree(change)
            scale = 0.02 / np.abs(u).max()
            answer = (self.density(scale * u)
                      - self.density(-scale * u)) / (2 * scale)
            residual = change - answer
            residual -= residual.mean()
            undone = self.multiply(change, 1 + q0_squared / self.q2)
            value = (u @ residual) / (u @ undone)
            mode = change
            change = self.multiply(residual, 1 / (1 + q0_squared / self.q2))
            change /= np.abs(change).max()
        return value, mode


print(f"density of states D = {dos:.0f} per eV nm^3; oxide permittivity = {eps_ox}")
print(f"metal thickness = {metal0} nm; oxide thickness = {oxide0} nm")
print(f"k = {k:.2f} 1/nm; screening length 1/k = {1 / k:.4f} nm")

# uniform metal: response of real quantum states against 1 + k^2/q^2
for length in (2.0, 4.0):
    cell = QuantumCell(length, 0.0, kz_count=8)
    found, _ = cell.largest(0.0, 1)
    filtered, _ = cell.largest(k2, 1)
    expected = 1 + k2 * (length / (2 * np.pi))**2
    assert abs(found / expected - 1) < 0.02      # k-sampling, finite q
    assert abs(filtered - 1) < 0.02
    print(f"uniform metal L = {length} nm: lambda quantum {found:.1f}, "
          f"formula {expected:.1f}, Kerker {filtered:.4f}")

# capacitor with a barrier: quantum value against the local model with eps = 1
quantum_values = []
for size in (2.0, 4.0):
    cell = QuantumCell(size, size)
    found, mode = cell.largest(0.0, 10)
    filtered, _ = cell.largest(k2, 25)
    expected, _ = simple_formula(size, size, eps=1.0)
    quantum_values.append(found)
    # tolerance: surface tails and subband steps, which the model leaves out
    assert abs(found / expected - 1) < 0.15
    assert 0.9 < filtered < 1.3
    print(f"barrier cell {size}+{size} nm: lambda_max quantum {found:.1f}, "
          f"model {expected:.1f}, Kerker largest {filtered:.3f}")
    if size == 2.0:
        start = mode * 0.005 / np.abs(cell.hartree(mode)).max()
        rest = cell.density(0 * start)
        change_of_error = []
        for part in (0.9, 1.1):
            error = start.copy()
            for _ in range(25):
                output = cell.density(cell.hartree(error)) - rest
                error = error + part * 2 / found * (output - error)
            change_of_error.append(np.linalg.norm(error) / np.linalg.norm(start))
        assert change_of_error[0] < 0.05 and change_of_error[1] > 20
        print(f"nonlinear loop, 25 steps: error times {change_of_error[0]:.4f} "
              f"at 0.9 of limit, {change_of_error[1]:.1f} at 1.1")
assert 3.4 < quantum_values[1] / quantum_values[0] < 4.6

# main example
lam_max, x_root = simple_formula(metal0, oxide0)
mu_min, y_root = kerker_formula(metal0, oxide0)
simple_steps = steps_needed(lam_max)
kerker_steps = steps_needed(eps_ox / mu_min)
print(f"example: x = {x_root:.4f}, lambda_max = {lam_max:.1f}, "
      f"largest mixing fraction = {2 / lam_max:.6f}")
print(f"example Kerker q0=k: y = {y_root:.4f}, mu_min = {mu_min:.6f}, "
      f"upper bound = {eps_ox}")
print(f"condition ratio: simple {lam_max:.0f}, Kerker {eps_ox / mu_min:.0f}")
print(f"steps for error factor {target:.0e}: simple {simple_steps}, "
      f"Kerker {kerker_steps}")

# run the linear iteration itself for the predicted number of steps
response, laplace, mass, constant = elements(metal0, oxide0, points=120)
rng = np.random.default_rng(1)
for name, metric, low, high, count in (
        ("simple", laplace + constant, 1.0, lam_max, simple_steps),
        ("Kerker", laplace + k2 * mass, mu_min, eps_ox, kerker_steps)):
    advance = (np.eye(len(mass))
               - 2 / (low + high) * solve(metric, response, assume_a="pos"))
    error = rng.standard_normal(len(mass))
    error -= mass.sum(axis=1) @ error / (metal0 + oxide0)
    before = np.sqrt(error @ metric @ error)
    for _ in range(count):
        error = advance @ error
    reduction = np.sqrt(error @ metric @ error) / before
    assert 1e-9 < reduction < 1.02 * target
    print(f"iterated error factor after these steps, {name}: {reduction:.2e}")

# thickness tables, each entry checked by finite elements
print("metal nm, oxide nm: lambda_max, mu_min, Kerker ratio eps/mu_min")
cases = [(5, 1), (10, 1), (20, 1), (40, 1), (5, 2.5), (5, 5), (5, 10), (5, 20),
         (10, 10)]
table = {}
for metal, oxide in cases:
    lam, _ = simple_formula(metal, oxide)
    mu, _ = kerker_formula(metal, oxide)
    plain = spectrum(metal, oxide, 0.0)
    filtered = spectrum(metal, oxide, k2)
    assert abs(plain[-1] / lam - 1) < 0.005
    assert plain[0] > 1 - 1e-6
    assert abs(filtered[0] / mu - 1) < 0.01
    assert 0.95 * eps_ox < filtered[-1] < eps_ox * (1 + 1e-6)
    table[metal, oxide] = (plain[-1], filtered[0])
    print(f"  {metal:4.0f} {oxide:5.1f}: {lam:10.1f} {mu:10.6f} {eps_ox / mu:9.1f}")
growth = (table[10, 10][0] - 1) / (table[5, 5][0] - 1)
assert abs(growth - 4) < 0.05
ceiling = 1 + (k * metal0 / np.pi)**2
assert table[5, 10][0] < table[5, 20][0] < ceiling
long_limit = kerker_long_metal(1.0)
very_long = spectrum(200.0, 1.0, k2, points=450)[0]
assert abs(very_long / long_limit - 1) < 0.03    # the limit is reached as 1/M
print(f"both layers doubled from 5 nm: lambda_max - 1 grows by {growth:.3f}")
print(f"thick-oxide ceiling of lambda_max for 5 nm metal = {ceiling:.1f}")
print(f"1 nm oxide, endless metal: mu_min = {long_limit:.6f}, "
      f"ratio = {eps_ox / long_limit:.1f}; at 200 nm mu_min = {very_long:.6f}")

# a weaker Kerker wavenumber, q0^2 = k^2/eps
weak = spectrum(metal0, oxide0, k2 / eps_ox)
assert weak[-1] < eps_ox * (1 + 1e-6)
print(f"example with q0 = {k / np.sqrt(eps_ox):.2f} 1/nm: mu from {weak[0]:.5f} "
      f"to {weak[-1]:.3f}, ratio {weak[-1] / weak[0]:.0f}")

# sizes of neglected effects for the example
tail = 1 / (2 * np.sqrt(2 * tunnel_mass * offset / HB2M))
lam_tail = spectrum(metal0, oxide0, 0.0, tail)[-1]
mu_tail = spectrum(metal0, oxide0, k2, tail)[0]
assert lam_tail > lam_max * 0.999 and mu_tail > mu_min
print(f"tunnelling (offset {offset} eV, mass {tunnel_mass}): tail length "
      f"{tail:.3f} nm")
print(f"  with tails: lambda_max = {lam_tail:.1f}, mu_min = {mu_tail:.6f}")
bond = 0.1
q = np.geomspace(0.1, 1e5, 20001)
finite_range = (1 + (eps_ox - 1) / (1 + (q * bond)**2)) * q**2 / (q**2 + k2)
print(f"oxide response of range {bond} nm: largest bulk Kerker value = "
      f"{finite_range.max():.3f}")
print(f"  Kerker steps with upper end 1: {steps_needed(1 / mu_min)}; "
      f"with tails too: {steps_needed(1 / mu_tail)}")
electrons = k_fermi**3 / (3 * np.pi**2)
exchange = -(3 / np.pi)**(1 / 3) / 3 * COULOMB / (4 * np.pi) * electrons**(-2 / 3)
print(f"local exchange response adds {dos * exchange:.3f} to lambda")
q_mode = 2 * x_root / metal0
print(f"finite-wavelength change of response = {q_mode**2 / (12 * k_fermi**2):.1e}; "
      f"{smearing} eV smearing = {np.pi**2 / 12 * (smearing / fermi)**2:.1e}")
amplitude = offset / np.sin(x_root)
print(f"band edge meets Fermi level at density error "
      f"{q_mode**2 * amplitude / COULOMB:.4f} per nm^3")
print(f"  oxide field there = {2 * offset / oxide0 * 10:.1f} MV/cm")
print("all tests passed")
```

Output:

```
density of states D = 40 per eV nm^3; oxide permittivity = 4.5
metal thickness = 5.0 nm; oxide thickness = 5.0 nm
k = 26.90 1/nm; screening length 1/k = 0.0372 nm
uniform metal L = 2.0 nm: lambda quantum 74.3, formula 74.3, Kerker 0.9991
uniform metal L = 4.0 nm: lambda quantum 294.3, formula 294.3, Kerker 0.9998
barrier cell 2.0+2.0 nm: lambda_max quantum 180.6, model 176.9, Kerker largest 0.999
nonlinear loop, 25 steps: error times 0.0038 at 0.9 of limit, 95.4 at 1.1
barrier cell 4.0+4.0 nm: lambda_max quantum 712.3, model 704.4, Kerker largest 1.000
example: x = 2.0277, lambda_max = 1101.3, largest mixing fraction = 0.001816
example Kerker q0=k: y = 1.9402, mu_min = 0.003741, upper bound = 4.5
condition ratio: simple 1101, Kerker 1203
steps for error factor 1e-06: simple 7608, Kerker 8309
iterated error factor after these steps, simple: 3.79e-07
iterated error factor after these steps, Kerker: 3.51e-08
metal nm, oxide nm: lambda_max, mu_min, Kerker ratio eps/mu_min
     5   1.0:      644.4   0.041176     109.3
    10   1.0:     2209.5   0.037904     118.7
    20   1.0:     8081.0   0.036257     124.1
    40   1.0:    30818.0   0.035430     127.0
     5   2.5:      865.7   0.010849     414.8
     5   5.0:     1101.3   0.003741    1202.8
     5  10.0:     1343.0   0.001263    3564.2
     5  20.0:     1538.7   0.000407   11047.0
    10  10.0:     4398.6   0.000978    4599.1
both layers doubled from 5 nm: lambda_max - 1 grows by 3.997
thick-oxide ceiling of lambda_max for 5 nm metal = 1834.4
1 nm oxide, endless metal: mu_min = 0.034602, ratio = 130.1; at 200 nm mu_min = 0.034852
example with q0 = 12.68 1/nm: mu from 0.01678 to 4.500, ratio 268
tunnelling (offset 2.0 eV, mass 0.2): tail length 0.154 nm
  with tails: lambda_max = 1185.9, mu_min = 0.005246
oxide response of range 0.1 nm: largest bulk Kerker value = 1.000
  Kerker steps with upper end 1: 1847; with tails too: 1317
local exchange response adds -0.200 to lambda
finite-wavelength change of response = 6.1e-05; 0.1 eV smearing = 6.9e-06
band edge meets Fermi level at density error 0.0810 per nm^3
  oxide field there = 8.0 MV/cm
all tests passed
```
